# Lead Bloch factors: eigenproblem, pairing, and singular intercell hopping

## 1. What symmetry fixes

A Bloch factor $\lambda$ multiplies a wavefunction when it is carried from one cell of a periodic lead to the next. It is dimensionless, so it depends only on ratios of energies: multiplying the energy and every Hamiltonian element by one positive number leaves it unchanged.

Hermiticity fixes more. Let each cell hold $n$ orthonormal orbitals, with Hermitian cell block $H_0$ and hopping $T=\langle j|H|j+1\rangle$ to the next cell only. The Schrödinger equation in cell $j$ is

$$(E-H_0)\psi_j-T\psi_{j+1}-T^\dagger\psi_{j-1}=0. \tag{1}$$

Put $\psi_j=\lambda^j u$, $D=E-H_0$, and divide by $\lambda^j$:

$$M(\lambda)u=0,\qquad M(\lambda)=D-\lambda T-\lambda^{-1}T^\dagger. \tag{2}$$

At real $E$, $D^\dagger=D$. The adjoint exchanges $T$ and $T^\dagger$ and conjugates the scalars:

$$M(\lambda)^\dagger=D-\lambda^*T^\dagger-\frac{1}{\lambda^*}T=M(1/\lambda^*). \tag{3}$$

The set of factors must therefore be unchanged by $\lambda\to1/\lambda^*$, which is reflection in the unit circle. Modulus is inverted and phase is kept. A wave that decays to the right has a partner that grows to the right at the same rate.

## 2. The generalised eigenproblem

Equation (2) is quadratic in $\lambda$ after multiplication by $\lambda$. Define

$$Q(\lambda)=\lambda D-\lambda^2T-T^\dagger,\qquad P(\lambda)=\det Q(\lambda)=\lambda^n\det M(\lambda).$$

With the doubled vector $x=(u,\lambda u)$, the equation $Q(\lambda)u=0$ becomes linear:

$$
\begin{pmatrix}0&1\\-T^\dagger&D\end{pmatrix}x
=\lambda\begin{pmatrix}1&0\\0&T\end{pmatrix}x,
\qquad Ax=\lambda Bx. \tag{4}
$$

The first row says that the lower half of $x$ is $\lambda$ times the upper half. The second row is then $-T^\dagger u+\lambda Du=\lambda^2Tu$. No inverse of $T$ appears, so (4) remains usable where the transfer matrix, which needs $T^{-1}$, does not exist.

To see that nothing is lost or added, add $\lambda$ times the second block column of $A-\lambda B$ to the first. This leaves the determinant unchanged:

$$
\det(A-\lambda B)=\det\begin{pmatrix}0&1\\Q(\lambda)&D-\lambda T\end{pmatrix}=(-1)^nP(\lambda). \tag{5}
$$

The sign comes from exchanging the two block columns. Write $P(\lambda)=\sum_{m=0}^{2n}p_m\lambda^m$. For infinite factors use $\mu=1/\lambda$:

$$\det(\mu A-B)=\mu^{2n}\det(A-B/\mu)=(-1)^n\sum_m p_m\,\mu^{2n-m}.$$

Its order of vanishing at $\mu=0$ is $2n-\deg P$. This is the number of infinite factors, and the total is $2n$.

**Regularity.** The count presupposes that $P$ is not identically zero. On the unit circle, $\lambda=e^{iq}$,

$$P(e^{iq})=e^{inq}\det[E-H(q)],\qquad H(q)=H_0+e^{iq}T+e^{-iq}T^\dagger.$$

A polynomial that vanishes on the whole circle is zero. Hence the pencil is singular if and only if $E$ is an eigenvalue of $H(q)$ for every $q$, that is, if $E$ lies on a flat band. Every $\lambda$ then solves (2), and a list of $2n$ factors has no meaning. Regularity is assumed below unless stated otherwise.

## 3. Pairing, with multiplicities

A square matrix and its adjoint have equal rank. By (3), the kernels of $M(\lambda)$ and $M(1/\lambda^*)$ have equal dimension, so the number of independent Bloch states agrees. The cell vectors generally differ: $M(\lambda)u=0$ gives $u^\dagger M(1/\lambda^*)=0$, so $u$ is the left null vector of the partner.

For the algebraic multiplicity, take determinants in (3): $\det M(1/\lambda^*)=[\det M(\lambda)]^*$. Then

$$[P(1/\lambda^*)]^*=\lambda^{-n}\det M(\lambda)=\lambda^{-2n}P(\lambda),$$

$$P(\lambda)=\lambda^{2n}[P(1/\lambda^*)]^*,\qquad p_{2n-m}=p_m^*. \tag{6}$$

Suppose $P(\lambda)=(\lambda-\lambda_0)^s g(\lambda)$ with $\lambda_0\neq0$ and $g(\lambda_0)\ne0$. Insert this on the right of (6). The vanishing factor becomes

$$\left(\frac1\lambda-\lambda_0^*\right)^s=\left[-\frac{\lambda_0^*}{\lambda}\left(\lambda-\frac1{\lambda_0^*}\right)\right]^s,$$

which is a zero of the same order $s$ at $1/\lambda_0^*$.

The coefficient relation covers the end points. If $p_{m_0}$ is the lowest nonzero coefficient, the degree is $2n-m_0$. There are thus $m_0$ zero factors, $m_0$ infinite factors and $2(n-m_0)$ finite nonzero ones.

At complex $E$ the step $D^\dagger=D$ fails. Instead $M_E(\lambda)^\dagger=M_{E^*}(1/\lambda^*)$: the partner belongs to the conjugate energy. Code that adds a small imaginary part to $E$ should not impose $\lambda\to1/\lambda^*$ within one spectrum. If $H_0$ and $T$ are real, a different pairing survives: $M(\lambda)^{\mathsf T}=M(1/\lambda)$, so $\lambda\to1/\lambda$ holds at any $E$.

## 4. Factors on the unit circle

If $|\lambda|=1$, then $1/\lambda^*=\lambda$. Pairing maps a propagating factor to itself and cannot tell left movers from right movers. The velocity can. For normalised $u$ and a nondegenerate band, first-order perturbation theory gives

$$\frac{dE}{dq}=u^\dagger\left(i\lambda T-i\lambda^{-1}T^\dagger\right)u=-2\,\mathrm{Im}\left(\lambda\,u^\dagger Tu\right),\qquad v=\frac a\hbar\frac{dE}{dq}, \tag{7}$$

where $a$ is the cell length. The two terms are complex conjugates of each other, because $\lambda^{-1}=\lambda^*$, so their sum is real. If several states share one $\lambda$, the velocity matrix must be diagonalised within their space.

Each band is periodic in $q$. Away from band edges and degeneracies it crosses the level $E$ upward as often as downward, so right and left movers are equal in number. At an ordinary, quadratic band edge two such factors merge; at a flatter edge more can do so.

A small imaginary energy $i\eta$, $\eta>0$, also separates them. To first order $q$ shifts by $i\eta/(dE/dq)$, so

$$|\lambda|\simeq\exp\left(-\frac{\eta}{dE/dq}\right).$$

Right movers go inside the circle and left movers outside. The set for an outgoing wave to the right is then the set with $|\lambda|<1$, zeros included.

## 5. Singular hopping

Let $T$ have rank $r<n$ and singular value decomposition $T=U\Sigma V^\dagger$. Split the unitary matrices as $U=[U_r,N]$ and $V=[V_r,W]$. The columns of $N$ span $\ker T^\dagger$, those of $W$ span $\ker T$, and $\Sigma_r$ holds the nonzero singular values. Since $V^\dagger T^\dagger U=\mathrm{diag}(\Sigma_r,0)$,

$$
V^\dagger Q(\lambda)U=
\begin{pmatrix}
-\Sigma_r+O(\lambda)&O(\lambda)\\
\lambda W^\dagger DU_r+O(\lambda^2)&\lambda W^\dagger DN+O(\lambda^2)
\end{pmatrix}.
$$

Each of the last $n-r$ rows contains a factor $\lambda$. Taking these factors out and setting $\lambda=0$ in what remains leaves a block-triangular matrix. Hence $p_m=0$ for $m<n-r$, and

$$|p_{n-r}|=\det\Sigma_r\;\left|\det(W^\dagger DN)\right|. \tag{8}$$

The moduli remove the phases of $\det U$ and $\det V$. There are therefore at least $n-r$ zero factors and, by (6), at least $n-r$ infinite ones. The number is exactly $n-r$ if and only if $W^\dagger DN$ is nonsingular.

**What a zero factor is.** Take $T^\dagger u=0$ and set $\psi_0=u$, $\psi_j=0$ for $j\ge1$. Equation (1) in cell 1 reads $-T^\dagger u=0$, and later cells are empty. The state satisfies the lead equations to the right of cell 0 and ends after one cell, because the hopping amplitudes from its orbitals into each orbital of the next cell, weighted by the components of $u$, sum to zero. Similarly, $Tw=0$ gives a state that ends to the left, with $\lambda=\infty$. If a lead is matched to a device by expanding the whole boundary cell in Bloch states, these states belong in the basis; without them the cell has too few degrees of freedom. They can be left out if only the part of the cell that couples onward is matched. For a lead to the right this part is $T^\dagger\psi_0$, to which a state with $T^\dagger u=0$ contributes nothing.

**When there are more zeros.** If $W^\dagger DN$ is singular, some nonzero $u_0\in\ker T^\dagger$ obeys $W^\dagger Du_0=0$. Then $Du_0$ is orthogonal to $\ker T$ and so lies in the range of $T^\dagger$. A vector $u_1$ exists with

$$T^\dagger u_1=Du_0.$$

The sequence $\psi_0=u_1$, $\psi_1=u_0$, $\psi_{j\ge2}=0$ solves (1) in cell 1, where $Du_0-T^\dagger u_1=0$, and in cell 2, where $-T^\dagger u_0=0$. It ends after two cells.

A chain with one side-coupled site per cell shows this. Let the chain orbital have energy zero and hopping $\tau=1.0$ eV, and let the side level $\varepsilon=0.4$ eV couple to it by $g=0.5$ eV. Then $n=2$, $r=1$ and

$$P(\lambda)=\lambda^2\left\{(E-\varepsilon)\left[E-\tau(\lambda+\lambda^{-1})\right]-g^2\right\}.$$

For $E\ne\varepsilon$ there is one zero, one infinite factor and a finite pair. At $E=\varepsilon$, $P=-g^2\lambda^2$: two zeros, two infinities and no finite factor. Every solution terminates and the chain transmits nothing. Close to this energy the smaller finite factor is $\lambda\simeq-\tau(E-\varepsilon)/g^2$, or about $-0.04$ at 0.01 eV above the level, so it reaches zero continuously.

Such chains are also numerically delicate. A rounding error $\delta$ in the constant term of $P$ turns the double zero into $\lambda\simeq\pm\sqrt\delta/g$. A relative error of $10^{-16}$ thus appears as a factor of order $10^{-8}$.

## 6. Removing the trivial factors

Write $T=LR^\dagger$ with $L=U_r\Sigma_r^{1/2}$ and $R=V_r\Sigma_r^{1/2}$. Assume that $E$ is not an eigenvalue of $H_0$, so that $G=D^{-1}$ exists. For finite nonzero $\lambda$ define $p=\lambda R^\dagger u$ and $q=\lambda^{-1}L^\dagger u$ (in this section $q$ is a vector, not a phase). Equation (2) becomes $Du=Lp+Rq$, so $u=G(Lp+Rq)$. Inserting this in the two definitions gives

$$
\begin{pmatrix}1&0\\L^\dagger GL&L^\dagger GR\end{pmatrix}\begin{pmatrix}p\\q\end{pmatrix}
=\lambda\begin{pmatrix}R^\dagger GL&R^\dagger GR\\0&1\end{pmatrix}\begin{pmatrix}p\\q\end{pmatrix}, \tag{9}
$$

a pencil of size $2r$. Conversely, a solution of (9) defines a $u$ that satisfies (2), and $u=0$ would force $p=q=0$.

Multiplicities are kept as well. By $\det(1-XY)=\det(1-YX)$, $\det M/\det D$ equals the determinant of

$$\begin{pmatrix}1-\lambda R^\dagger GL&-\lambda R^\dagger GR\\-\lambda^{-1}L^\dagger GL&1-\lambda^{-1}L^\dagger GR\end{pmatrix}.$$

Multiplying its last $r$ rows by $-\lambda$ gives the matrix of (9). The determinant of the reduced pencil is therefore $(-1)^r\lambda^{r-n}P(\lambda)/\det D$. Exactly $n-r$ zeros and $n-r$ infinities have been removed. Any extra ones, as in the side-site example, remain.

In the full problem (4), a solver that returns each factor as a pair $(\alpha,\beta)$ with $\lambda=\alpha/\beta$ avoids division by zero: $\alpha=0$ marks a zero factor and $\beta=0$ an infinite one. The rank of $T$ supplies the minimum count to expect.

## 7. An armchair graphene ribbon

Take a ribbon seven dimer lines wide with one $\pi$ orbital per atom, orbital energy zero, nearest-neighbour hopping $t=-2.7$ eV and bond length 0.142 nm. These are rough typical values. The cell length is $a=0.426$ nm, the width is 0.738 nm and $n=14$. With the cell cut between dimers, $T$ joins the B atoms of the three even lines to A atoms of the four odd lines in the next cell, and $r=3$.

Adjacent lines are displaced by half a cell. Let $\mu$ be the factor for half a cell, so $\lambda=\mu^2$, and give line $i$ the transverse amplitude $\sin(i\theta)$. It must vanish at the missing lines 0 and 8, so $\theta=p\pi/8$ with $p=1,\dots,7$. Each B atom bonds to the A atom of its own dimer and to two A atoms half a cell ahead. Since $\sin[(i+1)\theta]+\sin[(i-1)\theta]=2\cos\theta\sin(i\theta)$, the sublattice amplitudes obey

$$E\alpha=t(1+2\mu^{-1}\cos\theta)\beta,\qquad E\beta=t(1+2\mu\cos\theta)\alpha.$$

Eliminating them gives

$$c=b(\mu+\mu^{-1}),\quad c=E^2-t^2(1+4\cos^2\theta),\quad b=2t^2\cos\theta,$$

and squaring gives

$$\lambda+\lambda^{-1}=(c/b)^2-2. \tag{10}$$

Modes $p$ and $8-p$ differ by $\cos\theta\to-\cos\theta$, $\mu\to-\mu$. The alternating signs along and across the ribbon cancel, because even and odd lines occupy alternate half-cells, so these are one solution. Modes $p=1,2,3$ supply $2r=6$ finite factors, leaving 11 zeros and 11 infinities. Mode $p=4$ has $\cos\theta=0$ and is flat at $E=\pm t$, where the pencil is singular.

**In the gap.** The lowest band edge belongs to $p=3$ at $\mu=-1$: $|t|\,|1-2\cos(3\pi/8)|=0.634$ eV, so the gap is 1.267 eV. At $E=0.30$ eV, with $\cos\theta=0.3827$,

$$c=0.09-7.29\times1.5858=-11.470\ \mathrm{eV^2},\qquad b=5.580\ \mathrm{eV^2}.$$

Hence $\lambda+1/\lambda=2.226$ and $\lambda=0.624$ or 1.602. The other pairs are 0.513 and 1.950, and 0.296 and 3.379. The slowest amplitude decay length is

$$\ell=\frac{a}{|\ln0.624|}=0.904\ \mathrm{nm}.$$

**In the band.** At $E=0.90$ eV the $p=3$ pair lies on the unit circle with phases $\pm0.543$ rad. The other pairs are 0.662 and 1.511, and 0.322 and 3.101. Differentiating $E^2=t^2(1+4\cos^2\theta)-2b\cos(q/2)$ on this branch gives

$$\frac{dE}{dq}=\frac{b\sin(q/2)}{2E}=\frac{5.580\times0.268}{1.80}=0.831\ \mathrm{eV}.$$

The positive phase is the right mover, with speed $5.38\times10^5$ m/s. An imaginary energy of $10^{-4}$ eV reduces its modulus to 0.99988, as the estimate in Section 4 predicts.

## 8. How far the numbers carry over

The exact zeros depend on the hopping range. A third-neighbour hopping $t_3$ joins the B atom of each dimer to the A atom of the same line in the next cell. The rank of $T$ rises to 7, leaving 7 exact zeros and 14 finite factors at 0.30 eV.

Consider amplitudes $(1,-1,1,-1)$ on the odd lines. Their nearest-neighbour hops to the even lines cancel. To leading order in $t_3/t$, where third-neighbour bonds inside the cell can be dropped, each odd line is a dimer chain:

$$E^2=(t+\lambda t_3)(t+t_3/\lambda)\quad\Rightarrow\quad\lambda\simeq-\frac{t\,t_3}{t^2-E^2}. \tag{11}$$

For $t_3=-0.002$ eV this gives $-0.00075$. Diagonalisation with all third-neighbour bonds gives the largest former zero a modulus of 0.00075. At a more typical $t_3=-0.2$ eV the modulus is 0.085, against 0.075 from (11). A threshold that discards small factors would here discard real, rapidly decaying states.

The slowest factor also moves. The following values come from diagonalisation at 0.30 eV above the gap centre, changing one rough parameter at a time from the reference 0.624:

- Second-neighbour hopping of $-0.1$ eV: 0.623.
- Third-neighbour hopping of $-0.2$ eV: 0.581.
- Edge dimer bonds 10% stronger: 0.568, with the gap raised to 1.49 eV.

A nearest-neighbour overlap of 0.1 replaces $t$ by $t-0.1E$, with $E$ measured from the orbital energy. At $E=0.30$ eV this gives 0.623. The overlap also moves the gap centre up by 0.015 eV, and 0.30 eV above the new centre the factor is 0.627. The edge change shortens $\ell$ by 17%, to about 0.75 nm.

Real ribbons break the independent-electron assumption more severely. Tunnelling spectroscopy of this ribbon on gold gives a gap of roughly 2 to 3 eV, well above the model's. A crude scale for the missing interaction is $e^2/(4\pi\epsilon_0w)=1.95$ eV for width $w$, or 0.49 eV if screened by a factor of 4. Added to the gap, these put the band edge at 1.61 or 0.88 eV from the centre. The state at 0.90 eV would be evanescent in the first case and barely propagating in the second. Scaling $t$ to reproduce the screened gap changes the factor at 0.30 eV only to 0.605. By (10) the factor depends on $t$ only through $(E/t)^2$, which is already small here: even the limit $E/t\to0$ gives $\lambda=4\cos^2\theta=0.586$. This insensitivity belongs to the scaling, which raises the band velocity together with the gap. A staggered potential $\pm m$ on the two sublattices replaces $E^2$ by $E^2-m^2$ in $c$. With $m=0.61$ eV it opens the same gap but gives a factor of 0.50. The gap alone therefore does not fix the decay.

Temperature limits the use of $\ell$. With the Fermi level at 0.30 eV, the barrier to the model's band edge is $\Delta=0.334$ eV. At 300 K, $k_BT=0.0259$ eV and $e^{-\Delta/k_BT}=2.5\times10^{-6}$. The tunnelling factor $e^{-2L/\ell}$ equals this at

$$L=\frac{\ell\Delta}{2k_BT}=5.8\ \mathrm{nm}.$$

This length belongs to the model's gap. With $t$ scaled to a gap of 2 or 3 eV, which needs $|t|$ of 4.3 or 6.4 eV, and the Fermi level still 0.30 eV above the centre, it becomes about 11 or 19 nm. A staggered potential opening the same gaps shortens $\ell$ and gives only about 7 or 9 nm, so these lengths are not predictions for a real ribbon. The estimate compares exponentials only, for a flat barrier and without prefactors or thermally assisted tunnelling. The omitted prefactors matter: for the model's gap, the thermally averaged transmission through a flat barrier between potential-shifted ribbon leads carries about 6% of the current above the band edge at 6 nm, half at about 7 nm and over 90% at 8.5 nm. In this model a barrier longer than about 7 nm passes current mainly over the band edge, and the slowest Bloch factor at the Fermi level no longer sets its conductance.

Numbers in the example were calculated in double precision.
